# The lambda-SOAP covariant kernel and the rotation of dipoles and polarisabilities: a program that tests the result

```python
"""Covariant lambda-SOAP kernel and its use for dipoles and polarisabilities.

Result under test:
  k(X,X') = Haar average over O(3) of D(R) S(R)^2 = sum_f p_f(X) p_f(X')^T,
  k(QX,Q'X') = D(Q) k(X,X') D(Q')^T.
X: neighbour positions about a centre; S(R): overlap of the Gaussian density of X
with the rotated density of X'; D: representation of a true tensor of order lam;
p: features, two density expansions coupled by a normalised triple-harmonic tensor.
Regression with this kernel must give dipoles mu -> Q mu and polarisabilities
alpha -> Q alpha Q^T.  Atomic units throughout unless a label says otherwise.
"""
from functools import lru_cache
from math import factorial, pi
import numpy as np
from scipy import constants
from scipy.special import lpmv, spherical_in
from scipy.spatial.transform import Rotation
from pyscf import gto, scf

SIGMA = 0.8          # width of the neighbour Gaussians, bohr
L_TEST, L_MODEL = 14, 6
RIDGE = 1e-9         # regulariser relative to the mean kernel diagonal
rng = np.random.default_rng(7)

# Orthonormal symmetric traceless matrices: components of a lam = 2 tensor
E2 = np.zeros((5, 3, 3))
for row, (a, b) in enumerate([(0, 1), (1, 2), (0, 2)]):
    E2[row, a, b] = E2[row, b, a] = 1 / np.sqrt(2)
E2[3] = np.diag([1, -1, 0]) / np.sqrt(2)
E2[4] = np.diag([-1, -1, 2]) / np.sqrt(6)


def representation(lam, R):
    """Matrices D(R) for a stack of orthogonal 3x3 matrices R."""
    if lam == 0:
        return np.ones((len(R), 1, 1))
    if lam == 1:
        return R
    turned = np.einsum('nbc,vcd,nad->nvba', R, E2, R, optimize=True)
    return np.einsum('uab,nvba->nuv', E2, turned, optimize=True)


def harmonics(l, directions):
    """Real orthonormal spherical harmonics of degree l, shape (points, 2l+1)."""
    z = np.clip(directions[:, 2], -1, 1)
    phi = np.arctan2(directions[:, 1], directions[:, 0])
    columns = []
    for m in range(-l, l + 1):
        k = abs(m)
        norm = np.sqrt((2*l + 1) / (4*pi) * factorial(l - k) / factorial(l + k))
        angular = 1.0 if m == 0 else np.sqrt(2) * (
            np.cos(k*phi) if m > 0 else np.sin(k*phi))
        columns.append(norm * lpmv(k, l, z) * angular)
    return np.array(columns).T


# Product quadrature on the unit sphere, exact for the degrees needed here
zs, wz = np.polynomial.legendre.leggauss(20)
phis = 2*pi*np.arange(40)/40
zz, pp = np.meshgrid(zs, phis, indexing='ij')
ss = np.sqrt(1 - zz**2)
SPHERE = np.stack([ss*np.cos(pp), ss*np.sin(pp), zz], -1).reshape(-1, 3)
W_SPHERE = np.repeat(wz, 40) * 2*pi/40
Y_SPHERE = [harmonics(l, SPHERE) for l in range(L_TEST + 1)]
OUTPUT = {0: np.ones((len(SPHERE), 1)), 1: SPHERE,
          2: np.einsum('qa,uab,qb->qu', SPHERE, E2, SPHERE)}


@lru_cache(maxsize=None)
def coupling(lam, l1, l2):
    """Unit-norm invariant tensor t[mu,m1,m2] from three harmonics."""
    g = np.einsum('qu,qa,qb->uab', OUTPUT[lam]*W_SPHERE[:, None],
                  Y_SPHERE[l1], Y_SPHERE[l2], optimize=True)
    return g / np.linalg.norm(g)


# Radial quadrature nodes serve as the radial index n of the expansion
x_r, w_r = np.polynomial.legendre.leggauss(30)
R_NODE, W_NODE = 3.5*(x_r + 1), 3.5*w_r


def expansion(neighbours, lmax):
    dist = np.linalg.norm(neighbours, axis=1)
    unit = neighbours / dist[:, None]
    damp = np.exp(-(R_NODE[:, None]**2 + dist**2) / (2*SIGMA**2))
    front = 4*pi*np.sqrt(W_NODE)*R_NODE
    arg = R_NODE[:, None]*dist/SIGMA**2
    return [front[:, None] * ((damp*spherical_in(l, arg)) @ harmonics(l, unit))
            for l in range(lmax + 1)]


def features(neighbours, lam, lmax):
    c = expansion(neighbours, lmax)
    blocks = []
    for l1 in range(lmax + 1):
        for l2 in range(abs(l1 - lam), min(l1 + lam, lmax) + 1):
            if (l1 + l2 + lam) % 2 == 0:
                p = c[l1] @ coupling(lam, l1, l2) @ c[l2].T
                blocks.append(p.reshape(2*lam + 1, -1))
    return np.concatenate(blocks, axis=1)


# Quadrature over proper rotations in zyz Euler angles
def axis_rotation(angle, axis):
    """Stack of rotation matrices about one fixed unit axis."""
    return Rotation.from_rotvec(np.outer(angle, axis)).as_matrix()


N_ANGLE = 32
angles = 2*pi*np.arange(N_ANGLE)/N_ANGLE
Rz = axis_rotation(angles, [0.0, 0.0, 1.0])
Ry = axis_rotation(np.arccos(zs), [0.0, 1.0, 0.0])
GROUP = np.einsum('iab,jbc,kcd->ijkad', Rz, Ry, Rz, optimize=True).reshape(-1, 3, 3)
W_GROUP = np.broadcast_to((wz/2)[None, :, None]/N_ANGLE**2,
                          (N_ANGLE, len(zs), N_ANGLE)).reshape(-1)
D_GROUP = {lam: representation(lam, GROUP) for lam in (0, 1, 2)}


def haar_kernel(X, Y, lam, with_improper=True):
    """Kernel from its definition, using analytic overlaps of Gaussians."""
    dots = np.einsum('ia,nab,jb->nij', X, GROUP, Y, optimize=True)
    squares = (X**2).sum(1)[:, None] + (Y**2).sum(1)[None, :]

    def overlap(sign):
        expo = np.exp(-(squares - 2*sign*dots)/(4*SIGMA**2))
        return (pi*SIGMA**2)**1.5 * expo.sum((1, 2))
    weight = overlap(1)**2
    if with_improper:
        weight = 0.5*(weight + (-1)**lam * overlap(-1)**2)
    return np.einsum('n,nuv->uv', W_GROUP*weight, D_GROUP[lam])


def relative(a, b):
    return np.linalg.norm(a - b)/np.linalg.norm(b)


def random_rotation():
    return Rotation.from_quat(rng.normal(size=4)).as_matrix()


def show(label, values, unit, digits=5):
    text = ' '.join(f'{v:.{digits}f}' for v in np.ravel(values))
    print(f'{label}: {text} {unit}'.rstrip())


# ---------- kernel tests on two non-planar environments ----------
X = np.array([[1.2, 0.1, 0.3], [-0.4, 1.7, 0.5], [0.3, -0.8, 2.1]])
Y = np.array([[0.9, -0.9, 0.2], [0.5, 1.4, -1.1], [-2.0, 0.3, 0.9]])
MIRROR = np.diag([1.0, 1.0, -1.0])
Q1, Q2 = random_rotation() @ MIRROR, random_rotation()
print(f'Gaussian width: {SIGMA} bohr')
for i in range(3):
    show(f'environment X neighbour {i+1}', X[i], 'bohr', 1)
for i in range(3):
    show(f"environment X' neighbour {i+1}", Y[i], 'bohr', 1)
for lam in (0, 1, 2):
    direct = haar_kernel(X, Y, lam)
    full = features(X, lam, L_TEST) @ features(Y, lam, L_TEST).T
    short = features(X, lam, L_MODEL) @ features(Y, lam, L_MODEL).T
    err, err_short = relative(full, direct), relative(short, direct)
    turned = haar_kernel(X @ Q1.T, Y @ Q2.T, lam)
    D1, D2 = representation(lam, Q1[None])[0], representation(lam, Q2[None])[0]
    cov = relative(turned, D1 @ direct @ D2.T)
    print(f'lam={lam} kernel norm from group quadrature: '
          f'{np.linalg.norm(direct):.6f} bohr^6')
    print(f'lam={lam} feature formula, relative deviation: '
          f'{err:.1e} (lmax {L_TEST}), {err_short:.1e} (lmax {L_MODEL})')
    print(f'lam={lam} covariance, one side reflected, relative deviation: {cov:.1e}')
    assert err < 1e-6 and cov < 1e-6

proper = haar_kernel(X, Y, 1, False)
mirror_fail = relative(haar_kernel(X @ MIRROR.T, Y, 1, False), MIRROR @ proper)
rotation_ok = relative(haar_kernel(X @ Q2.T, Y, 1, False), Q2 @ proper)
print(f'proper-rotation kernel lam=1, rotation deviation: {rotation_ok:.1e}')
print(f'proper-rotation kernel lam=1, mirror deviation: {mirror_fail:.1e}')
assert rotation_ok < 1e-6 and mirror_fail > 1e-4


# ---------- Hartree-Fock reference data for water ----------
def run_scf(hydrogens, field=None):
    mol = gto.M(atom=[['O', (0.0, 0.0, 0.0)]] + [['H', tuple(h)] for h in hydrogens],
                unit='Bohr', basis='6-31g', verbose=0)
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol, mf.conv_tol_grad = 1e-11, 1e-7
    r = mol.intor('int1e_r')
    if field is not None:
        h = mf.get_hcore() + np.einsum('x,xij->ij', field, r)
        mf.get_hcore = lambda *args: h
    mf.kernel()
    assert mf.converged
    dipole = mol.atom_charges() @ mol.atom_coords() \
        - np.einsum('xij,ji->x', r, mf.make_rdm1())
    return mol, mf, r, dipole


def reference(hydrogens):
    """Dipole and static polarisability from coupled-perturbed Hartree-Fock."""
    mol, mf, r, dipole = run_scf(hydrogens)
    C, nocc = mf.mo_coeff, mol.nelectron//2
    occ, vir = C[:, :nocc], C[:, nocc:]
    eri = mol.intor('int2e')

    def transform(a, b, c, d):
        return np.einsum('pqrs,pi,qj,rk,sl->ijkl', eri, a, b, c, d, optimize=True)
    iajb = transform(occ, vir, occ, vir)
    ijab = transform(occ, occ, vir, vir)
    hessian = 4*iajb - ijab.transpose(0, 2, 1, 3) - iajb.transpose(0, 3, 2, 1)
    size = nocc*vir.shape[1]
    gaps = mf.mo_energy[None, nocc:] - mf.mo_energy[:nocc, None]
    hessian = hessian.reshape(size, size) + np.diag(gaps.ravel())
    moments = np.einsum('xpq,pi,qa->xia', r, occ, vir, optimize=True).reshape(3, size)
    return dipole, 4*moments @ np.linalg.solve(hessian, moments.T)


def water(r1, r2, degrees):
    t = np.radians(degrees)
    return np.array([[r1, 0, 0], [r2*np.cos(t), r2*np.sin(t), 0]])


def split(dipole, alpha):
    return {0: np.array([np.trace(alpha)/np.sqrt(3)]), 1: dipole,
            2: np.einsum('uab,ab->u', E2, alpha)}


N_TRAIN, N_TEST = 30, 12
R_MIN, R_MAX, A_MIN, A_MAX = 1.6, 2.1, 90.0, 120.0
structures = [water(*rng.uniform(R_MIN, R_MAX, 2), rng.uniform(A_MIN, A_MAX))
              @ random_rotation().T for _ in range(N_TRAIN + N_TEST)]
data = [reference(s) for s in structures]
targets = [split(*d) for d in data]


# ---------- kernel regression ----------
def fit(feature_list, y):
    A = np.concatenate(feature_list)
    K = A @ A.T
    K += RIDGE*np.trace(K)/len(K)*np.eye(len(K))
    return A.T @ np.linalg.solve(K, y)


def train(structs, tgts):
    model = {'offset': np.mean([t[0] for t in tgts])}
    for lam in (0, 1, 2):
        y = np.concatenate([t[lam] for t in tgts])
        if lam == 0:
            y = y - model['offset']
        model[lam] = fit([features(s, lam, L_MODEL) for s in structs], y)
    return model


def predict(model, s):
    out = {lam: features(s, lam, L_MODEL) @ model[lam] for lam in (0, 1, 2)}
    out[0] = out[0] + model['offset']
    alpha = out[0][0]*np.eye(3)/np.sqrt(3) + np.einsum('u,uab->ab', out[2], E2)
    return out[1], alpha


model = train(structures[:N_TRAIN], targets[:N_TRAIN])
guesses = [split(*predict(model, s)) for s in structures[N_TRAIN:]]
print(f'water data: {N_TRAIN} training, {N_TEST} test; O-H {R_MIN} to {R_MAX} bohr; '
      f'angle {A_MIN:.0f} to {A_MAX:.0f} degrees')
print(f'model lmax: {L_MODEL}; relative regulariser: {RIDGE:.0e}')
truth = {lam: np.array([t[lam] for t in targets[N_TRAIN:]]) for lam in (0, 1, 2)}
guess = {lam: np.array([g[lam] for g in guesses]) for lam in (0, 1, 2)}
dip_err, ani_err = relative(guess[1], truth[1]), relative(guess[2], truth[2])
iso_err = np.sqrt(np.mean((guess[0] - truth[0])**2)/3)
iso_std = np.std(truth[0])/np.sqrt(3)
print(f'test error, dipole: {100*dip_err:.4f} % of rms dipole')
print(f'test error, anisotropic polarisability: {100*ani_err:.4f} % of its rms')
print(f'test error, mean polarisability: {iso_err:.6f} a.u. (spread {iso_std:.4f} a.u.)')
assert dip_err < 0.05 and ani_err < 0.05 and iso_err < 0.2*iso_std

# Contrast: invariant kernel applied to each Cartesian dipole component
scalar = fit([features(s, 0, L_MODEL) for s in structures[:N_TRAIN]],
             np.array([t[1] for t in targets[:N_TRAIN]]))
scalar_guess = np.array([(features(s, 0, L_MODEL) @ scalar)[0]
                         for s in structures[N_TRAIN:]])
scalar_err = relative(scalar_guess, truth[1])
print(f'test error, dipole by invariant kernel: {100*scalar_err:.0f} % of rms dipole')
assert scalar_err > 0.5

# ---------- one molecule before and after a rotation ----------
r1, r2, angle, turn = 1.75, 1.90, 104.0, 70.0
axis = np.array([1.0, 2.0, 2.0])/3
Q = Rotation.from_rotvec(np.radians(turn)*axis).as_matrix()
H = water(r1, r2, angle)
mu, alpha = predict(model, H)
mu_q, alpha_q = predict(model, H @ Q.T)
mu_ref, alpha_ref = reference(H)
mu_ref_q, alpha_ref_q = reference(H @ Q.T)
upper = np.triu_indices(3)
print(f'example: O-H {r1:.2f} and {r2:.2f} bohr, angle {angle:.0f} degrees; '
      f'rotation {turn:.0f} degrees about (1,2,2)/3')
for i in range(3):
    show(f'Q row {i+1}', Q[i], '', 6)
show('predicted dipole', mu, 'a.u.')
show('Hartree-Fock dipole', mu_ref, 'a.u.')
show('predicted dipole, rotated molecule', mu_q, 'a.u.')
show('Q times first prediction', Q @ mu, 'a.u.')
show('Hartree-Fock dipole, rotated molecule', mu_ref_q, 'a.u.')
print('polarisability order: xx xy xz yy yz zz')
show('predicted alpha', alpha[upper], 'a.u.', 4)
show('Hartree-Fock alpha', alpha_ref[upper], 'a.u.', 4)
show('predicted alpha, rotated molecule', alpha_q[upper], 'a.u.', 4)
show('Q alpha Q^T from first prediction', (Q @ alpha @ Q.T)[upper], 'a.u.', 4)
show('Hartree-Fock alpha, rotated molecule', alpha_ref_q[upper], 'a.u.', 4)
dev_mu, dev_alpha = relative(mu_q, Q @ mu), relative(alpha_q, Q @ alpha @ Q.T)
print(f'prediction covariance deviation: dipole {dev_mu:.1e}, alpha {dev_alpha:.1e}')
assert dev_mu < 1e-7 and dev_alpha < 1e-7
assert relative(mu_ref_q, Q @ mu_ref) < 1e-5
assert relative(alpha_ref_q, Q @ alpha_ref @ Q.T) < 1e-5

# Coupled-perturbed polarisability against a finite-field dipole derivative
F = 0.001
column = (run_scf(H, np.array([F, 0, 0]))[3] - run_scf(H, np.array([-F, 0, 0]))[3])/(2*F)
field_dev = np.max(np.abs(column - alpha_ref[:, 0]))
print(f'finite-field check of alpha, largest deviation: {field_dev:.1e} a.u.')
assert field_dev < 2e-3

# Turning every training molecule with its target must not change predictions
new_structures, new_targets = [], []
for s, (d, a) in zip(structures[:N_TRAIN], data[:N_TRAIN]):
    T = random_rotation()
    new_structures.append(s @ T.T)
    new_targets.append(split(T @ d, T @ a @ T.T))
mu_new, alpha_new = predict(train(new_structures, new_targets), H)
frame_dev = max(relative(mu_new, mu), relative(alpha_new, alpha))
print(f'change after re-orienting the training set: {frame_dev:.1e} (relative)')
assert frame_dev < 1e-6

a0 = constants.physical_constants['Bohr radius'][0]
debye = constants.e*a0*constants.c*1e21
size = np.linalg.norm(mu)
mean_alpha = np.trace(alpha)/3
print(f'predicted dipole magnitude: {size:.5f} a.u. = {size*debye:.4f} debye')
print(f'predicted mean polarisability: {mean_alpha:.4f} a.u. = '
      f'{mean_alpha*(a0*1e10)**3:.4f} cubic angstrom')
print('finished without a failed check')
```

Running it gives:

```
Gaussian width: 0.8 bohr
environment X neighbour 1: 1.2 0.1 0.3 bohr
environment X neighbour 2: -0.4 1.7 0.5 bohr
environment X neighbour 3: 0.3 -0.8 2.1 bohr
environment X' neighbour 1: 0.9 -0.9 0.2 bohr
environment X' neighbour 2: 0.5 1.4 -1.1 bohr
environment X' neighbour 3: -2.0 0.3 0.9 bohr
lam=0 kernel norm from group quadrature: 25.502378 bohr^6
lam=0 feature formula, relative deviation: 4.2e-15 (lmax 14), 3.6e-07 (lmax 6)
lam=0 covariance, one side reflected, relative deviation: 2.0e-15
lam=1 kernel norm from group quadrature: 1.843036 bohr^6
lam=1 feature formula, relative deviation: 5.9e-15 (lmax 14), 1.4e-05 (lmax 6)
lam=1 covariance, one side reflected, relative deviation: 8.5e-15
lam=2 kernel norm from group quadrature: 1.273385 bohr^6
lam=2 feature formula, relative deviation: 4.8e-14 (lmax 14), 4.0e-05 (lmax 6)
lam=2 covariance, one side reflected, relative deviation: 7.1e-14
proper-rotation kernel lam=1, rotation deviation: 2.5e-14
proper-rotation kernel lam=1, mirror deviation: 4.2e-02
water data: 30 training, 12 test; O-H 1.6 to 2.1 bohr; angle 90 to 120 degrees
model lmax: 6; relative regulariser: 1e-09
test error, dipole: 0.0032 % of rms dipole
test error, anisotropic polarisability: 0.0213 % of its rms
test error, mean polarisability: 0.000426 a.u. (spread 0.7595 a.u.)
test error, dipole by invariant kernel: 454 % of rms dipole
example: O-H 1.75 and 1.90 bohr, angle 104 degrees; rotation 70 degrees about (1,2,2)/3
Q row 1: 0.415129 -0.480244 0.772679
Q row 2: 0.772679 0.634456 -0.020795
Q row 3: -0.480244 0.605666 0.634456
predicted dipole: 0.62954 0.82681 -0.00000 a.u.
Hartree-Fock dipole: 0.62955 0.82682 0.00000 a.u.
predicted dipole, rotated molecule: -0.13573 1.01101 0.19844 a.u.
Q times first prediction: -0.13573 1.01101 0.19844 a.u.
Hartree-Fock dipole, rotated molecule: -0.13573 1.01102 0.19844 a.u.
polarisability order: xx xy xz yy yz zz
predicted alpha: 5.4075 -1.2506 0.0000 5.9823 -0.0000 1.3825 a.u.
Hartree-Fock alpha: 5.4075 -1.2507 -0.0000 5.9822 0.0000 1.3826 a.u.
predicted alpha, rotated molecule: 3.6357 0.0242 -2.7432 4.4110 0.0698 4.7257 a.u.
Q alpha Q^T from first prediction: 3.6357 0.0242 -2.7432 4.4110 0.0698 4.7257 a.u.
Hartree-Fock alpha, rotated molecule: 3.6357 0.0242 -2.7432 4.4108 0.0697 4.7257 a.u.
prediction covariance deviation: dipole 8.8e-16, alpha 1.3e-15
finite-field check of alpha, largest deviation: 5.2e-05 a.u.
change after re-orienting the training set: 9.5e-11 (relative)
predicted dipole magnitude: 1.03920 a.u. = 2.6414 debye
predicted mean polarisability: 4.2574 a.u. = 0.6309 cubic angstrom
finished without a failed check
```
